# Energy gained by an electron reflected from an advancing sheath

## Problem

In a capacitively coupled discharge a thin layer next to each electrode, the sheath, is almost empty of electrons and holds positive ions. Its electric field pushes electrons back into the plasma. The boundary between sheath and plasma, the sheath edge, moves to and fro with the radio-frequency voltage.

At some moment the edge advances into the plasma at \(u=1.00\times10^{6}\) m/s and overtakes an electron that is at rest in the laboratory. The electron is specularly reflected: seen from the edge, its velocity component normal to the edge is reversed and its parallel component is unchanged. The edge keeps its speed during the reflection. How much kinetic energy does the electron gain?

Velocities along the direction of advance are counted as positive. The motion is nonrelativistic and free of collisions, and the electron mass is \(m=9.109\times10^{-31}\) kg.

## A tempting solution

The sheath edge acts like a moving wall. It catches the electron and pushes it along, so the electron takes up the speed of the wall. Its energy rises from zero to

\[
K=\tfrac12 mu^2=2.84\ \text{eV}.
\]

## Where it fails

An electron that moves at speed \(u\) in the laboratory is at rest relative to the edge. That describes a body which sticks to the wall, whereas this one is reflected. At the moment when its speed equals \(u\), the electron is at its deepest point inside the sheath. The field there still pushes it towards the plasma, so its acceleration is not over.

A simple sheath model shows this in detail. Let the ions in the sheath have uniform density \(n_s\), let there be no other electrons in it, and let the field vanish at the edge, whose position is \(s(t)\). The sheath occupies \(x<s\). Gauss's law, \(dE/dx=en_s/\varepsilon_0\) with \(E(s)=0\), gives

\[
E(x)=-\frac{en_s}{\varepsilon_0}(s-x).
\]

The electron has charge \(-e\), so the force on it is

\[
F=-eE=\frac{e^2n_s}{\varepsilon_0}\,(s-x)=m\omega_p^2\,y,\qquad
\omega_p^2=\frac{e^2n_s}{\varepsilon_0m},\qquad y=s-x .
\]

Here \(y\) is the depth of the electron behind the edge, and \(\omega_p\) is the plasma frequency at the sheath's ion density. The force is positive, towards the plasma. Newton's law reads \(\ddot x=\omega_p^2y\), and since \(x=s-y\),

\[
\ddot y=\ddot s-\omega_p^2y .
\]

For a steadily moving edge \(\ddot s=0\). The electron enters at \(t=0\) with \(y=0\) and \(\dot y=\dot s-\dot x=u-0=u\). The solution is

\[
y=\frac{u}{\omega_p}\sin\omega_pt,\qquad
\dot x=u-\dot y=u\,(1-\cos\omega_pt).
\]

The electron is inside while \(y>0\), that is, until \(t=\pi/\omega_p\). Halfway through, at \(\omega_pt=\pi/2\), its speed is \(u\) and its energy is the 2.84 eV of the tempting solution. At the exit \(\cos\omega_pt=-1\), and its speed is \(2u\). The tempting solution stops the clock at half time.

## Solution

The linear field is not needed for the result. Let the repelling potential have any shape that moves rigidly with the edge, and let the electron have any initial velocity component \(v\) along the advance. The edge reaches the electron if \(v<u\).

**Into the frame of the edge.** This frame moves at constant velocity \(u\), so Newton's laws hold in it unchanged. The electron approaches with velocity

\[
w=v-u<0 .
\]

**Reflection.** In this frame the potential does not depend on time, so kinetic plus potential energy is conserved. The potential energy is the same before entry and after exit, because both take place on the plasma side, where it is zero. Hence \(w'^2=w^2\). The electron comes back, so the sign is reversed:

\[
w'=-w=u-v .
\]

**Back to the laboratory.** Adding the velocity of the frame gives

\[
v'=u+w'=2u-v .
\]

**Energy gain.** The parallel velocity component does not change and drops out of the difference:

\[
\Delta K=\tfrac12m\left(v'^2-v^2\right)=\tfrac12m\,(v'-v)(v'+v).
\]

With \(v'-v=2(u-v)\) and \(v'+v=2u\),

\[
\Delta K=2mu\,(u-v).
\]

For the electron at rest, \(v=0\), this becomes

\[
v'=2u=2.00\times10^{6}\ \text{m/s},\qquad \Delta K=2mu^2 .
\]

The numbers are

\[
\Delta K=2\,(9.109\times10^{-31}\ \text{kg})(1.00\times10^{6}\ \text{m/s})^2
=1.82\times10^{-18}\ \text{J}=11.4\ \text{eV}.
\]

The electron gains about 11.4 eV. This is four times the tempting answer, because the final speed is twice as large and the energy goes with its square.

The reflection law was tested by integrating Newton's equation in the laboratory frame, without changing frames. Two moving potentials were used. One was a hump of shape \(1/\cosh^2(d/L)\) and the other an exponential \(e^{-d/L}\), where \(d\) is the distance ahead of the moving reference point. Both had \(L=0.1\) mm and a potential energy of 20 eV at \(d=0\). For initial velocities of \(-0.5u\), 0 and \(+0.5u\), the six final velocities differed from \(2u-v\) by at most \(2.9\times10^{-5}\) m/s.

## Where the energy comes from

In the frame of the edge the electron gains nothing. In the laboratory the potential energy is \(V(x-ut)\), which changes in time at a fixed place, so the energy need not be conserved. Let \(V'\) be the derivative of \(V\) with respect to its argument. The force is \(F=-V'\), and along the path of the electron

\[
\frac{dK}{dt}=F\dot x,\qquad
\frac{dV}{dt}=V'\,(\dot x-u)=-F\dot x+uF .
\]

The sum is

\[
\frac{d}{dt}(K+V)=uF .
\]

Integrate from before the encounter to after it. \(V\) is zero at both ends, and the time integral of the force is the change of momentum:

\[
\Delta K=u\int F\,dt=u\,m\,(v'-v)=2mu\,(u-v).
\]

This is the same gain, now written as the speed of the edge times the momentum given to the electron. For \(v=0\) the momentum is \(2mu\) and the work is \(2mu^2\). The radio-frequency source, which drives the edge, supplies it.

The same balance accounts for the half-time value. When the electron moves at \(u\), it has received momentum \(mu\), and the moving field has done work \(mu^2\). Half of this is kinetic energy, \(mu^2/2\), and the other half is potential energy. The second half of the reflection turns the stored part into motion and adds another \(mu^2\).

## When the edge retreats

The derivation did not use the sign of \(u\), only \(v<u\). Let the edge retreat towards the electrode, \(u=-|u|\). An electron at rest is then never met. An electron that moves towards the electrode faster than the edge, \(v=-|v|\) with \(|v|>|u|\), catches up with it, and

\[
\Delta K=-2m|u|\,(|v|-|u|)<0 .
\]

It loses energy. In a full cycle some electrons gain and others lose, so 11.4 eV is the gain of one electron in one favourable encounter. The mean heating of a discharge requires a sum over all velocities and phases, in which each velocity counts in proportion to the rate of encounters, \((u-v)f(v)\), where \(f\) is the velocity distribution at the edge.

## The condition for reflection

In the frame of the edge the electron arrives with energy \(m(u-v)^2/2\), and the barrier must be higher than this. For \(v=0\) the requirement is

\[
V_{\max}>\tfrac12mu^2=2.84\ \text{eV}.
\]

The number of the tempting solution returns here in its proper role. The barrier need not be as high as the energy gained, since the gain comes from the motion of the barrier.

If the barrier is a hump that is too low, the electron passes over it. Beyond the hump the potential is zero again, so \(w\) has its old value \(-u\), and the electron is left at rest in the laboratory. Integrated trajectories show the switch: for a hump 5% below the threshold the final speed was \(1.4\times10^{-6}\) m/s, which is zero within the numerical error, and for one 5% above it was \(2.00\times10^{6}\) m/s. Behind a real sheath lies the electrode, so an electron that gets through strikes the electrode.

## An edge driven at 60 MHz

Take round values of the kind met in a 60 MHz etching reactor, all of them rough: ion density \(10^{10}\) cm⁻³ in the sheath, density \(10^{11}\) cm⁻³ in the bulk plasma, electron temperature 3 eV, and gas at 10 mTorr and 300 K. Let the edge move as \(s=a\sin\omega t\), measured from the middle of its swing, with peak speed \(a\omega=u\). With \(\omega=2\pi\times60\) MHz, the amplitude is

\[
a=\frac{u}{\omega}=2.65\ \text{mm}.
\]

Assume that the sheath shrinks to zero thickness once per cycle. Its thickness is then \(a\) at mid-swing, where the edge is fastest, and \(2a\) at most. Integrating the linear field over a thickness \(D\) gives the voltage \(en_sD^2/(2\varepsilon_0)\), which is 637 V for \(D=a\). The barrier is therefore far higher than the required 2.84 eV.

With \(\omega_p=5.64\) rad/ns, the electron penetrates to \(u/\omega_p=0.177\) mm, a small part of the sheath. The reflection takes \(\pi/\omega_p=0.557\) ns, while a period lasts 16.7 ns.

**The edge slows down.** The edge does not quite keep its speed during those 0.557 ns. Let it meet the electron at \(t=0\), at peak speed, and write \(r=\omega/\omega_p=0.0668\). For short times \(\ddot s=-u\omega\sin\omega t\approx-u\omega^2t\), so

\[
\ddot y+\omega_p^2y=-u\omega^2t .
\]

A particular solution is \(-ur^2t\). Adding the free oscillation that gives \(y(0)=0\) and \(\dot y(0)=u\), and writing \(\tau=\omega_pt\), we find

\[
y=\frac{u}{\omega_p}\left[(1+r^2)\sin\tau-r^2\tau\right],\qquad
\dot y=u\left[(1+r^2)\cos\tau-r^2\right].
\]

The exit, \(y=0\), comes slightly before \(\tau=\pi\). With \(\tau=\pi-\delta\) and \(\sin\tau\approx\delta\), the leading order is \(\delta=\pi r^2\). Then \(\cos\tau\) differs from \(-1\) only in order \(r^4\), and

\[
\dot y=-u\,(1+2r^2),\qquad
\dot s=u\cos(r\tau)\approx u\left(1-\tfrac12\pi^2r^2\right).
\]

The electron leaves with

\[
v'=\dot s-\dot y=u\left[2-\left(\tfrac12\pi^2-2\right)r^2\right].
\]

The slowing of the edge costs speed through the term \(\pi^2r^2/2\). The term \(2r^2\) gives part of it back, because the electron leaves a slowing edge with a larger relative speed than it had on arrival. To leading order the relative change of the energy is twice that of the speed:

\[
\frac{\delta K}{K}=-\left(\tfrac12\pi^2-2\right)r^2=-2.93\times0.0668^2=-1.3\% .
\]

Integration with the full sine gives 11.22 eV, which is 1.29% below the value for constant speed. The correction is small because the electron turns round much faster than the edge changes speed. Its size depends on the phase: if the edge meets the electron slightly earlier, so that the reflection is centred on the moment of peak speed, the loss is only \((\tfrac14\pi^2-2)r^2\approx0.2\%\). For small \(r\) it grows as \(r^2\), and the expansion is no longer accurate once \(r\) reaches a few tenths.

Both the 1.3% and the reflection time of 0.557 ns belong to a sharp edge. At an electron temperature of 3 eV the Debye length at density \(n_s\), \(\sqrt{k_BT_e/m}/\omega_p=0.13\) mm, is comparable with the penetration depth. A real edge is blurred over about this length, so the two values are estimates.

## How far real conditions move the number

**Thermal motion.** At the given edge speed this effect is large. At 3 eV the thermal speed along one direction is \(\sqrt{k_BT_e/m}=7.26\times10^5\) m/s, not much below \(u\). Since \(\Delta K=2mu^2(1-v/u)\), an electron moving towards the edge at this speed gains

\[
11.37\ \text{eV}\times(1+0.726)=19.6\ \text{eV},
\]

and one moving away from it gains \(11.37\ \text{eV}\times(1-0.726)=3.1\) eV. These are representative values, not bounds. An electron at rest is one case within a wide spread.

**Drift of the bulk.** As the edge advances by \(u\,dt\), it clears \(n_su\,dt\) electrons per unit area, which must move on into the plasma. If the quasineutral plasma ahead keeps its density, the bulk electrons of density \(n_b\) drift at \(v_d\) with \(n_bv_d=n_su\):

\[
v_d=u\,\frac{n_s}{n_b}=1.0\times10^5\ \text{m/s}.
\]

An electron that meets the edge with this velocity gains \(11.37\ \text{eV}\times(1-0.10)=10.2\) eV, which is 10% less than one at rest. This is the drift deep in the bulk, however. Between the bulk and the sheath the plasma density falls to about \(n_s\), and the same balance makes the drift rise towards \(u\) there. The edge does not overtake an electron that moves at \(u\). It still overtakes slower ones, such as one at rest. A slow electron from the bulk is also held back by the potential drop that goes with the fall in density. The 10% is therefore no estimate of the effect at the edge itself, where the drift can take away the whole gain of an electron that moves with it.

**Collisions.** With a round electron–neutral cross section of \(10^{-15}\) cm², the mean free path at this pressure and temperature is 31 mm. During the reflection the electron travels as far as the edge does, \(\pi u/\omega_p=0.56\) mm. The probability of a collision on the way is \(1-e^{-0.56/31}=1.8\%\).

**Relativity.** With \(\beta=u/c\), the addition of velocities gives \(v'/c=2\beta/(1+\beta^2)\). The Lorentz factor is then \((1+\beta^2)/(1-\beta^2)\), and the kinetic energy is \(2mu^2/(1-\beta^2)\). The relative change is about \(\beta^2=1.1\times10^{-5}\).

**The voltage.** The edge speed itself is high for this setting. At full extension the sheath is \(2a\) thick, and the model needs four times the mid-swing voltage, \(4\times637\ \text{V}\approx2.5\) kV. Sheath voltages in 60 MHz sources are more typically a few hundred volts or less, as a rough figure. The model connects voltage and gain directly. With \(V_0=en_s(2a)^2/(2\varepsilon_0)\) and \(a=u/\omega\),

\[
eV_0=\frac{2e^2n_s}{\varepsilon_0}\,\frac{u^2}{\omega^2}
=2mu^2\,\frac{\omega_p^2}{\omega^2}
\quad\Longrightarrow\quad
2mu^2=\left(\frac{\omega}{\omega_p}\right)^2eV_0 .
\]

At fixed frequency and ion density the gain at peak edge speed is proportional to the sheath voltage. A tenth of the voltage, about 250 V, gives about 1.1 eV for an electron at rest and a sharp edge. The edge speed is then \(3.2\times10^5\) m/s and the barrier needed is only 0.28 eV, far below \(k_BT_e\), so the electron turns round in the blurred fringe of the edge. In a steadily moving profile with Boltzmann electrons this takes roughly 2.4 ns, about a seventh of a period, and the 1.1 eV is only a rough figure. The value of 11.4 eV therefore belongs to an edge speed of \(10^6\) m/s, however it is reached, and not to every 60 MHz reactor. Real sheaths also have an ion density that varies with position, which changes the relation between voltage and edge speed. The gain of an electron at rest stays close to \(2mu^2\) as long as the electron turns round before the edge speed or the shape of the potential has changed much.

## Table of computed values

```
MAIN RESULT
sheath edge speed u = 1.000e+06 m/s
electron mass = 9.10938e-31 kg
final electron speed 2u = 2.000e+06 m/s
energy gain 2 m u^2 = 11.371 eV
energy gain 2 m u^2 = 1.8219e-18 J
gain from integrated trajectory = 11.371 eV
m u^2/2 (barrier needed; wrong answer) = 2.843 eV
largest velocity error, 6 trajectories = 2.9e-05 m/s
final speed, barrier 5% too low = 1.4e-06 m/s
final speed, barrier 5% above need = 2.0000e+06 m/s
EXAMPLE INPUTS (rough typical values)
frequency = 60 MHz
ion density in sheath = 1.0e+10 cm^-3
bulk density = 1.0e+11 cm^-3
electron temperature = 3.0 eV
gas pressure = 10 mTorr
gas temperature = 300 K
electron-neutral cross section = 1.0e-15 cm^2
SHEATH
edge amplitude u/omega = 2.65 mm
sheath voltage at peak edge speed = 637 V
plasma frequency omega_p = 5.64 rad/ns
omega/omega_p = 0.0668
reflection time pi/omega_p = 0.557 ns
rf period = 16.7 ns
penetration depth u/omega_p = 0.177 mm
NEGLECTED EFFECTS
gain with oscillating edge = 11.22 eV
relative change, oscillating edge = -1.29 %
bulk drift speed = 1.00e+05 m/s
gain for electron with bulk drift = 10.23 eV
thermal speed sqrt(kT/m) = 7.26e+05 m/s
gain, thermal electron toward edge = 19.6 eV
gain, thermal electron away from edge = 3.1 eV
electron mean free path = 31 mm
electron path during reflection = 0.56 mm
collision probability in reflection = 1.8 %
relativistic relative change of gain = 1.1e-05
```
